\section*{Why Large-Molecule Precursor Vapours Can Stay Dry During Isentropic Expansion}

\section{The missing half of the cooling argument}

A precursor vapour leaves its source saturated, passes a valve and expands. Expansion cools it, and a cooler vapour has a lower saturation pressure. It seems to follow that droplets may form and that the gas needs extra heat. For the model precursor treated below, a tenfold reversible adiabatic expansion cools the vapour from 350 K to 330.6 K. The saturation pressure then falls from 2 Torr to 0.587 Torr. Had the pressure stayed at 2 Torr, the vapour would be supersaturated by a factor of 3.4. But the pressure has fallen to 0.2 Torr, and the vapour is at only 34\% of saturation. The argument from cooling alone gets the sign of the effect wrong.

The opposite mistake is equally possible. The same precursor, diluted in nitrogen, can become supersaturated in a much weaker expansion. What decides between the two outcomes is a competition between the actual pressure and the saturation pressure, measured by the saturation ratio
\begin{equation}
S=\frac{p}{p_{\rm sat}(T)} .
\end{equation}
Here $p$ is the pressure of the precursor and $p_{\rm sat}$ its equilibrium pressure over a flat liquid surface. The vapour is dry for $S<1$, saturated at $S=1$ and supersaturated for $S>1$. Supersaturation permits condensation but does not guarantee it, because droplets must first nucleate.

\section{The local criterion}

Consider first a pure vapour, without carrier gas, expanding reversibly and without heat exchange. It is an ideal gas in internal equilibrium, and the liquid's molar volume is negligible beside the vapour's. All quantities are molar: $s$ is entropy, $v$ volume, $C_p$ the vapour's heat capacity at constant pressure, and $L$ the enthalpy of vaporisation.

The entropy of the vapour changes by
\begin{equation}
ds=\left(\frac{\partial s}{\partial T}\right)_p dT
+\left(\frac{\partial s}{\partial p}\right)_T dp .
\end{equation}
The first derivative is $C_p/T$. The second is $-(\partial v/\partial T)_p$ by a Maxwell relation, which equals $-R/p$ because $v=RT/p$. Hence
\begin{equation}
ds=C_p\frac{dT}{T}-R\frac{dp}{p}. \label{eq:ds}
\end{equation}
Setting $ds=0$ gives the isentrope,
\begin{equation}
d\ln p=\frac{C_p}{R}\,d\ln T. \label{eq:isen}
\end{equation}

Along the saturation curve the chemical potentials of vapour (g) and liquid (l) remain equal. Since $d\mu=-s\,dT+v\,dp$ in each phase,
\begin{align}
-s_g\,dT+v_g\,dp_{\rm sat}&=-s_l\,dT+v_l\,dp_{\rm sat},\\
\frac{dp_{\rm sat}}{dT}&=\frac{s_g-s_l}{v_g-v_l}
=\frac{L}{T(v_g-v_l)} .
\end{align}
The last step uses $L=T(s_g-s_l)$. Dropping $v_l$, inserting $v_g=RT/p_{\rm sat}$ and multiplying by $T/p_{\rm sat}$ gives
\begin{equation}
d\ln p_{\rm sat}=\frac{L}{RT}\,d\ln T. \label{eq:cc}
\end{equation}

Because $\ln S=\ln p-\ln p_{\rm sat}$, subtracting (\ref{eq:cc}) from (\ref{eq:isen}) yields
\begin{equation}
\boxed{\frac{d\ln S}{d\ln T}=\frac{1}{R}\left(C_p-\frac{L}{T}\right)}
\qquad\text{(along the isentrope).} \label{eq:main}
\end{equation}
Expansion means $d\ln T<0$. Therefore $S$ rises at first order when $L>C_pT$ and falls when $L<C_pT$. Compression reverses both signs.

Pressure is the variable set by a valve, so it helps to substitute $d\ln T=(R/C_p)\,d\ln p$:
\begin{equation}
d\ln S=\left(1-\frac{L}{C_pT}\right)d\ln p. \label{eq:pressure}
\end{equation}
The 1 is the direct effect of lowering the pressure, which dries the vapour. The second term is the effect of cooling, which wets it. A large $C_p$ weakens the cooling and leaves the direct effect in charge.

The same result can be read from the entropy of saturated vapour. Using (\ref{eq:cc}) for the pressure in (\ref{eq:ds}),
\begin{equation}
\left.\frac{ds_g}{dT}\right|_{\rm sat}
=\frac{C_p}{T}-\frac{L}{T^2}.
\end{equation}
If this is positive, saturated vapour at a slightly lower temperature has less entropy than the vapour started with. The expanding vapour keeps its entropy, so it has too much to be saturated there. At fixed temperature an ideal gas with more entropy has a lower pressure, and the vapour is dry.

\section{Why molecular size matters}

For a nonlinear molecule at ordinary temperatures, translation contributes $3R/2$ to the heat capacity, rotation $3R/2$, and the step from constant volume to constant pressure $R$. A harmonic vibration of wavenumber $\tilde\nu_i$ has thermal energy $R\theta_i/(e^{\theta_i/T}-1)$ per mole, with $\theta_i=hc\tilde\nu_i/k$. Differentiating with respect to $T$ and writing $y_i=\theta_i/T$,
\begin{equation}
C_p=4R+R\sum_i\frac{y_i^2e^{y_i}}{(e^{y_i}-1)^2}. \label{eq:cp}
\end{equation}
Each term tends to $R$ for a soft mode ($y_i\ll1$) and vanishes exponentially for a stiff one ($y_i\gg1$). Size helps through the number of soft modes; mass enters only through its effect on the wavenumbers.

The other side of the criterion, $L/T=s_g-s_l$, is the entropy gained on vaporisation. If a vibration is little altered by the surrounding liquid, its entropy appears in both phases and cancels from this difference. Its heat capacity still counts in full in $C_p$. This is why $C_p$ can outgrow $L/T$ as atoms are added. It is not a theorem about every large molecule: strong cohesion or a stiff skeleton can defeat it.

The model precursor has the mode count of a tetrakis(dimethylamido) metal compound, M[N(CH$_3$)$_2$]$_4$. Its 37 atoms have $3\times37-6=105$ vibrations, placed at round wavenumbers from 50 to 2900 cm$^{-1}$. The source is at $T_0=350$ K and $p_0=2$ Torr, with $L_0=60$ kJ/mol. Equation (\ref{eq:cp}) gives $C_p=342.1$ J/(mol K), so
\begin{align}
\frac{L_0}{T_0}&=\frac{60\,000}{350}=171.4\ {\rm J/(mol\,K)},\\
C_pT_0&=342.1\times350\ {\rm J/mol}=119.7\ {\rm kJ/mol}.
\end{align}
The ratio $L_0/(C_pT_0)$ is 0.501. The vapour starts on the dry side by a factor of two.

Most of this heat capacity is vibrational: $342.1-4R=308.8$ J/(mol K), or $37.1R$. The 29 modes at or below 400 cm$^{-1}$ each supply at least $0.80R$, since $y=1.64$ at 400 cm$^{-1}$ and softer modes give more. Together they account for over $23R$. The 24 C--H stretches at 2900 cm$^{-1}$ give only about $0.001R$ each.

Water vapour makes the contrast. With rough inputs of 300 K, 27 Torr and $L=44$ kJ/mol, its $L/T$ is 147 J/(mol K), close to the precursor's. Its $C_p$ is 33.5 J/(mol K), ten times smaller, and $L/(C_pT)=4.38$. Expansion by a factor of 1.25 in pressure cools it to 283.8 K and raises $S$ to 2.21. The same pressure ratio takes the precursor to 348.1 K and $S=0.895$. For so small a step, (\ref{eq:pressure}) already predicts the precursor result: $\ln S\simeq-(1-0.501)\ln1.25=-0.111$, hence $S\simeq0.895$.

\section{A finite expansion and its turning point}

The criterion is local, whereas $L$ and $C_p$ change along the path. The enthalpy of an ideal vapour depends on temperature alone, and the pressure dependence of the liquid's enthalpy is neglected along with its volume. Since $L=h_g-h_l$,
\begin{equation}
\frac{dL}{dT}=C_p-C_l,
\end{equation}
where $C_l$ is the heat capacity of the liquid. Define $G=C_pT-L$, whose sign decides the direction of $S$. Then
\begin{equation}
\frac{dG}{dT}=C_p+T\frac{dC_p}{dT}-(C_p-C_l)
=C_l+T\frac{dC_p}{dT}>0 .
\end{equation}
The inequality holds here because harmonic vibrations make $C_p$ increase with temperature. Thus $G$ has at most one zero. On cooling, an initially dry path may cross it once; $S$ then stops falling and starts to rise. If the vapour starts at equality, $L=C_pT$, the slightest cooling makes $G$ negative, and supersaturation begins at second order. The finite statement is therefore that $S$ can exceed 1 only if $L>C_pT$ somewhere on the path. This is necessary but not sufficient, because the earlier drying must first be undone.

For the precursor, take $C_l-C_p=\Delta C=80$ J/(mol K), constant. Then $L=A-\Delta C\,T$ with $A=L_0+\Delta C\,T_0=88.0$ kJ/mol. Integrating (\ref{eq:cc}),
\begin{align}
\ln\frac{p_{\rm sat}(T)}{p_0}
&=\int_{T_0}^{T}\frac{A-\Delta C\,T'}{RT'^2}\,dT'\nonumber\\
&=\frac{A}{R}\left(\frac1{T_0}-\frac1T\right)
-\frac{\Delta C}{R}\ln\frac{T}{T_0}. \label{eq:psat}
\end{align}
The isentrope is the corresponding integral of (\ref{eq:isen}),
\begin{equation}
\ln\frac{p}{p_0}=\int_{T_0}^{T}\frac{C_p(T')}{RT'}\,dT'.
\end{equation}
For $p/p_0=1/10$ its solution is $T=330.6$ K. At that temperature the two terms of (\ref{eq:psat}) are $-1.775$ and $+0.549$, so
\begin{equation}
\frac{p_{\rm sat}}{p_0}=e^{-1.226}=0.293,\qquad
S=\frac{0.100}{0.293}=0.341 .
\end{equation}
A hundredfold expansion gives 311.5 K and $S=0.137$. The vapour keeps drying, but more slowly per decade of pressure.

The turning point against the liquid lies at 249.1 K, where $S=0.030$ and the pressure has fallen by $2.6\times10^5$. Saturation returns only at 179.4 K, after a fall by $5\times10^9$. These temperatures lie below the assumed melting point, $T_m=300$ K, so the liquid there is supercooled. Against the solid, the heat of fusion $H_f$ adds to $L$. With $H_f$ constant, integrating the extra term from $T_m$ gives
\begin{equation}
\ln S_{\rm solid}=\ln S+\frac{H_f}{R}
\left(\frac1T-\frac1{T_m}\right),\qquad T<T_m .
\end{equation}
For $H_f=15$ kJ/mol the turning point moves up to 277.1 K and the return to saturation to 209.9 K. The required pressure ratio is still $5.6\times10^7$.

Such ratios are outside the model's reach. The mean free path, $\lambda=kT/(\sqrt2\,\pi d^2p)$, is 6.4 $\mu$m at the source for a molecular diameter $d=0.8$ nm. Scaling it by $T/p$ to the liquid turning point gives about 1.2 m. A gas that rarefied does not follow an equilibrium isentrope through a millimetre-sized orifice.

Equation (\ref{eq:main}) was tested by differentiating $\ln S$ numerically, with the vapour entropy taken from the partition function and $p_{\rm sat}$ from equal chemical potentials. At four temperatures from 210 to 350 K for the precursor, and at 280 and 300 K for water, the slopes agreed to within $7\times10^{-6}$ in absolute value.

\section{When the vibrations cannot keep up}

The large $C_p$ helps only if vibrational energy reaches translation during the expansion. Suppose a fraction $f$ of the vibrational heat capacity follows the gas temperature and the rest is frozen. The effective heat capacity is $4R+f(C_p-4R)$. Requiring it to exceed $L/T$ gives
\begin{equation}
f>\frac{L/T-4R}{C_p-4R}
=\frac{171.4-33.3}{342.1-33.3}=0.447 .
\end{equation}
Nearly half of the vibrational heat capacity must take part for the vapour to dry at the start. Because the balance shifts as the gas cools, a tenfold expansion needs $f$ above about 0.51 to end below saturation. In calculated expansions by a factor of 1.02, fractions 0.05 below and above the initial threshold 0.447 gave $S>1$ and $S<1$ respectively. With all vibrations frozen, expansion by 1.25 cools the gas to 331.0 K and gives $S=2.65$. The same molecule, with the same $L$, now behaves like a small one.

Whether relaxation succeeds depends on the number of collisions during the expansion. Take a 4 mm orifice and a molar mass of 355 g/mol. The sound speed is 91.7 m/s, so the transit time is 43.6 $\mu$s. A molecule makes about 990 collisions in that time at source conditions. After tenfold expansion it would make only about 105 while crossing 4 mm at the local sound speed. The gas is by then faster than sound: the enthalpy released by cooling to 330.6 K gives it about 190 m/s, which leaves about 50 collisions over the same distance. If relaxation needs roughly 100 collisions, an assumed figure, equilibrium is good at the start and doubtful at the end. The value $S=0.341$ is therefore the equilibrium limit, and a smaller orifice or a lower pressure makes it less secure.

\section{A carrier gas can reverse the answer}

Let the precursor have mole fraction $x$ in a carrier of heat capacity $C_c$. Per mole of mixture, at fixed composition,
\begin{equation}
ds=\left[xC_p+(1-x)C_c\right]\frac{dT}{T}-R\frac{dp_{\rm tot}}{p_{\rm tot}}.
\end{equation}
The precursor's partial pressure is $xp_{\rm tot}$, so its logarithm changes by the same amount as $\ln p_{\rm tot}$. The saturation curve is unchanged, as long as the carrier neither dissolves in the liquid nor appreciably compresses it. The derivation of (\ref{eq:main}) then goes through with $C_p$ replaced by the bracket. The vapour stays dry initially if
\begin{equation}
xC_p+(1-x)C_c>\frac LT .
\end{equation}
For nitrogen, $C_c=7R/2=29.1$ J/(mol K), and solving for $x$ gives
\begin{equation}
x>\frac{L/T-C_c}{C_p-C_c}
=\frac{171.4-29.1}{342.1-29.1}=0.455 .
\end{equation}
Calculated expansions by 1.02 with $x$ lowered and raised by 0.05 again fell on opposite sides of saturation. A tenfold expansion needs $x$ above about 0.52 to end below saturation. These limits assume fully relaxed vibrations, just as the earlier limits on $f$ assume pure vapour. When both effects are present, $C_p$ in the bracket is replaced by $4R+f(C_p-4R)$, and each limit tightens the other. At $x=f=0.6$, where either effect alone would leave the vapour dry, a tenfold expansion gives $S\simeq2.4$.

The physical reason is that each precursor molecule must now share its heat with carrier molecules that cool strongly on expansion. At 2 Torr of precursor in 50 Torr total, $x=0.04$ and the mixture has a heat capacity of only 41.6 J/(mol K). Expansion by 1.25 cools it to 334.7 K and gives $S=2.08$, against 0.895 for the pure vapour at the same source temperature and pressure ratio.

A carrier stream may leave its source unsaturated, with $S_0<1$. At fixed $x$, $T_0$ and pressure ratio, the final saturation ratio is multiplied by $S_0$. In this example the stream stays below saturation if $S_0<1/2.08=0.48$.

\section{Throttling, compression and cold walls}

Not every pressure drop is isentropic. In an adiabatic throttle with negligible change in kinetic energy, the enthalpy before and after is equal. An ideal gas then returns to its original temperature, $p_{\rm sat}$ is unchanged, and $S$ falls in proportion to the pressure. This final state is dry whatever the value of $L/(C_pT)$, with or without carrier. The isentropic criterion concerns the accelerating part of the flow, where thermal energy has become directed motion and has not yet been dissipated.

Compression deserves attention for the opposite reason. Compressing the saturated pure precursor isentropically by 1.25 warms it to 351.9 K, yet $S$ rises to 1.119. The heating is too weak to offset the increase in pressure. A pressure pulse can thus supersaturate the very vapour that expansion dries.

A cold wall is a separate hazard, because it sets its own saturation pressure. After the tenfold expansion the gas is at 0.2 Torr. Setting $p_{\rm sat}=0.2$ Torr in (\ref{eq:psat}) gives about 316 K. A wall colder than this can collect condensate although the gas in the stream is dry.

\section{How far the example can be trusted}

The inputs are rough values in the regime of the hafnium compound Hf[N(CH$_3$)$_2$]$_4$, a precursor for hafnium oxide films; they are not measured data. The result depends strongly on the purity of the vapour: with the nitrogen dilution above, $S$ after expansion by 1.25 moves from 0.895 to 2.08. For vapour that leaves its source saturated, limited dilution and sufficiently relaxed vibrations keep the stream below saturation in the moderate expansions treated here, and sufficiently warm walls keep condensate off the surfaces. If either of the first two fails, or if both are only marginally met, supersaturation becomes possible, but droplets need not follow. For a rough surface tension $\gamma$ of 15 to 25 mN/m and a liquid volume $v_m$ per molecule corresponding to 320 cm$^3$/mol, the classical barrier to homogeneous nucleation, $16\pi\gamma^3v_m^2/[3(kT\ln S)^2]$, is about 300 to 1400 $kT$ at $S=2.08$. Droplets would then need particles or other surfaces on which to start. Stronger expansions can remove this protection: at the same dilution, an equilibrium threefold expansion gives $S\simeq79$ and lowers the barrier to about 15 to 70 $kT$, so droplets may form without such surfaces if the barrier lies towards the lower end of this range. This last estimate is only indicative. The gas is then at about 280 K, below the assumed melting point, so the liquid is supercooled. The critical cluster also holds only about 7 to 30 molecules, too few for a bulk surface tension to be reliable.

The heat capacity itself has room for error. Lowering or raising all wavenumbers by 10\% gives 369 or 320 J/(mol K). Treating the eight methyl torsions and four metal--nitrogen torsions as free rotors, each contributing $R/2$, gives 296 J/(mol K). All exceed the required 171 J/(mol K). The value of $L_0$ is just as rough. Raising it from 60 to 80 kJ/mol at the same source temperature, pressure and $\Delta C$ raises the requirement to 229 J/(mol K). The pure, relaxed vapour still dries, with $S=0.51$ after tenfold expansion, but the initial limits on $f$ and $x$ move from about 0.45 to 0.63 and 0.64. These limits are therefore properties of the model inputs, not of a particular compound.

Non-ideality is small at 2 Torr. For a rough second virial coefficient $B=-3000$ cm$^3$/mol, $|B|p/(RT)=2.7\times10^{-4}$; the neglected liquid volume is $2.9\times10^{-5}$ of the vapour volume. The approximation worsens as the vapour becomes denser. For a van der Waals fluid with constant $C_v$, one can compute from exact coexistence the $C_v$ at which the entropy of saturated vapour is stationary. The ideal estimate, $C_v=L/T-R$, differs from that value by 9.8\% at half the critical temperature, 1.1\% at 0.35 and 0.05\% at 0.25 of it.

Wall friction and heating also limit the isentropic picture. For a flow at the sound speed $c$ through an orifice of diameter $D$, the boundary-layer thickness scales as $D/\sqrt{\rm Re}$. Taking the viscosity as half the product of density, mean molecular speed $\bar v=\sqrt{8RT/(\pi M)}$ (with $M$ the molar mass) and mean free path gives the Reynolds number ${\rm Re}=2cD/(\lambda\bar v)$. This scale is 3.5\% of the orifice diameter at source conditions. The full layer is thicker: on a flat plate of length $D$, the flow reaches 99\% of its free speed only at about five times this distance from the wall, or 17\% of the diameter. The core of the flow can be nearly isentropic at first. After tenfold expansion the gas is supersonic and the estimate for the orifice no longer applies. If walls still bound the gas there, the lower density favours thicker layers, and how much of the core survives depends on the shape and length of the duct.

\section*{Numbers as computed}
\begin{verbatim}
Precursor source: T = 350 K, p = 2.0 Torr
Precursor inputs: L = 60 kJ/mol, Cliq-Cp = 80 J/(mol K)
Mode group: 2900 1/cm, count 24
Mode group: 1450 1/cm, count 24
Mode group: 1150 1/cm, count 16
Mode group: 1000 1/cm, count 8
Mode group: 550 1/cm, count 4
Mode group: 400 1/cm, count 4
Mode group: 300 1/cm, count 8
Mode group: 200 1/cm, count 8
Mode group: 100 1/cm, count 5
Mode group: 50 1/cm, count 4
Precursor Cp = 342.1 J/(mol K); L/T = 171.4 J/(mol K)
Precursor Cp*T = 119.7 kJ/mol; L/(Cp*T) = 0.501
Initial d ln S/d ln T = 20.53
Expansion by 1.25: T = 348.1 K, S = 0.895
Expansion by 10: T = 330.6 K, S = 0.341
Expansion by 100: T = 311.5 K, S = 0.137
Compression by 1.25: T = 351.9 K, S = 1.119
Water inputs: T = 300 K, p = 27 Torr, L = 44 kJ/mol
Water Cliq-Cp = 42 J/(mol K); modes 1/cm: 1600 (x1), 3700 (x2)
Water Cp = 33.5 J/(mol K); L/(Cp*T) = 4.38
Water expansion by 1.25: T = 283.8 K, S = 2.21
Turning point, liquid: T = 249.1 K, S = 0.0299
Pressure ratio p0/p at turning point = 2.64e+05
Return to S=1, liquid: T = 179.4 K, p0/p = 4.95e+09
Critical active vibrational fraction = 0.447
All vibrations frozen, expansion by 1.25: T = 331.0 K, S = 2.65
Critical precursor mole fraction in N2 = 0.455
At x = 0.040, expansion by 1.25: T = 334.7 K, S = 2.08
Largest error in slope test = 6.2e-06
van der Waals T/Tc = 0.50: Cv threshold error = 9.817 %
van der Waals T/Tc = 0.35: Cv threshold error = 1.092 %
van der Waals T/Tc = 0.25: Cv threshold error = 0.046 %
Cp, wavenumbers -10%/+10% = 369.3/319.9 J/(mol K)
Cp with 12 free internal rotors = 296.0 J/(mol K)
Rough B = -3000 cm3/mol; |B|p/(RT) = 2.7e-04
Rough liquid volume = 320 cm3/mol; vliq*p/(RT) = 2.9e-05
Rough melting T = 300 K; fusion = 15 kJ/mol
Turning point against solid = 277.1 K
Return to S=1, solid: T = 209.9 K, p0/p = 5.60e+07
Flow inputs: M = 355 g/mol, d = 0.8 nm, orifice = 4 mm
Sound speed = 91.7 m/s; transit time = 43.6 us
Collisions per transit, start/after 10x = 989/105; rough need = 100
Mean free path, start/after 10x = 6.4/60.2 um
Boundary layer/orifice, start/after 10x = 0.035/0.109
\end{verbatim}
